# Transient growth of placement error in a convergent two-edge mask correction: test program

```python
"""
Two-edge mask correction whose placement error grows before it converges.
Result under test: errors obey e_next = T e, T = I - g M. With spectral radius
below one, first-step growth in the Euclidean norm is possible if and only if
  (T12 - T21)^2 > (1 - lam1^2)(1 - lam2^2),   lam = eigenvalues of T.
Model: clear trench 0 < x < s between opaque lines, Gaussian blur sigma,
constant threshold. Edge 1: fragment of length L of the left side (rest frozen).
Edge 2: the whole right side. Positive displacement or error widens the trench.
M[i, j] = change of printed error i per displacement of mask edge j.
u = exp(-s^2/(2 sigma^2)), q = erf(L/(2 sqrt(2) sigma)). Lengths in nm (wafer).
"""
import numpy as np
from scipy.integrate import dblquad, quad
from scipy.optimize import brentq, fsolve
from scipy.special import erf, j1, ndtr

s, sigma, L, gain = 35.0, 35.0, 16.0, 0.6
wavelength, NA, resist_index = 193.0, 1.35, 1.7
line_width, mask_grid = 150.0, 0.25
identity = np.eye(2)


def fragment_weight(length):
    return erf(length / (2 * np.sqrt(2) * sigma))


u = np.exp(-s**2 / (2 * sigma**2))
q = fragment_weight(L)
threshold = ndtr(s / sigma) - 0.5


def response(q_value):
    return np.array([[q_value, u], [q_value * u, 1.0]]) / (1 - u)


def image(x, mask, q_value):
    a, b = mask
    trench = ndtr((s + b - x) / sigma) - ndtr(-x / sigma)
    return trench + q_value * (ndtr(-x / sigma) - ndtr((-a - x) / sigma))


def printed_error(mask, q_value=q):
    def excess(x):
        return image(x, mask, q_value) - threshold
    left = brentq(excess, -8.0, 8.0, xtol=1e-12)
    right = brentq(excess, s - 8.0, s + 8.0, xtol=1e-12)
    return np.array([-left, right - s])


def radius(matrix):
    return max(abs(np.linalg.eigvals(matrix)))


def norm2(matrix):
    return np.linalg.norm(matrix, 2)


# The blurred image agrees with direct integration over the clear area.
test_mask, test_x = (4.0, -1.5), 3.0


def blur(y, x):
    r2 = (x - test_x)**2 + y**2
    return np.exp(-r2 / (2 * sigma**2)) / (2 * np.pi * sigma**2)


direct = dblquad(blur, 0, s + test_mask[1], -7 * sigma, 7 * sigma)[0]
direct += dblquad(blur, -test_mask[0], 0, -L / 2, L / 2)[0]
assert abs(direct - image(test_x, test_mask, q)) < 1e-7


# Response matrix from finite differences of the printed edges.
def numerical_response(q_value):
    h = 0.01
    columns = [(printed_error(h * d, q_value) - printed_error(-h * d, q_value))
               / (2 * h) for d in identity]
    return np.array(columns).T


M = response(q)
M_numerical = numerical_response(q)
assert np.allclose(M_numerical, M, atol=1e-5)
T = identity - gain * M
rho = radius(T)
assert rho < 1 < norm2(T)

# Growth criterion against singular values, real and complex eigenvalues.
rng = np.random.default_rng(4)
counts = {"grow": 0, "shrink": 0, "complex": 0}
for _ in range(4000):
    A = rng.normal(size=(2, 2))
    A *= rng.uniform(0.05, 0.99) / radius(A)
    lam = np.linalg.eigvals(A)
    margin = (A[0, 1] - A[1, 0])**2 - np.prod(1 - lam**2).real
    if abs(margin) < 1e-9:
        continue
    assert (margin > 0) == (norm2(A) > 1)
    counts["grow" if margin > 0 else "shrink"] += 1
    counts["complex"] += int(np.iscomplexobj(lam) and abs(lam[0].imag) > 1e-12)
assert min(counts.values()) > 50

# Gain at which growth begins: closed form against a root search on the norm.
trace, det = np.trace(M), np.linalg.det(M)
skew2 = (M[0, 1] - M[1, 0])**2
gain_growth = (trace - np.sqrt(trace**2 - 4 * det + skew2)) / det
gain_root = brentq(lambda g: norm2(identity - g * M_numerical) - 1, 1e-3, gain)
assert abs(gain_growth - gain_root) < 1e-4
mu = np.sort(np.linalg.eigvals(M).real)
gain_limit = 2 / mu[-1]
assert radius(identity - 0.999 * gain_limit * M_numerical) < 1
assert radius(identity - 1.001 * gain_limit * M_numerical) > 1

# Cause: equal levers never grow; a very short fragment grows at every gain.
M_equal = numerical_response(1.0)
q_short = fragment_weight(4.0)
M_short = numerical_response(q_short)
assert u * (1 + q_short) > 2 * np.sqrt(q_short)
assert u * (1 + q) < 2 * np.sqrt(q)
for fraction in np.linspace(0.01, 0.99, 50):
    g_equal = fraction * 2 / max(np.linalg.eigvals(M_equal).real)
    g_short = fraction * 2 / max(np.linalg.eigvals(M_short).real)
    assert norm2(identity - g_equal * M_equal) < 1
    assert norm2(identity - g_short * M_short) > 1

# Weighted error contracts at every step; the transient is bounded.
weights = np.array([np.sqrt(q), 1.0])
T_numerical = identity - gain * M_numerical
for _ in range(200):
    e = rng.normal(size=2)
    start_norm = np.linalg.norm(e)
    for k in range(1, 12):
        new = T_numerical @ e
        ratio = np.linalg.norm(weights * new) / np.linalg.norm(weights * e)
        assert ratio <= rho + 1e-4
        e = new
        assert np.linalg.norm(e) <= 1.001 * rho**k * start_norm / np.sqrt(q)


# Error histories: linear law and the full threshold image.
def histories(e_start, steps):
    linear = [np.array(e_start)]
    mask = fsolve(lambda m: printed_error(m) - e_start,
                  np.linalg.solve(M, e_start), xtol=1e-12)
    first_mask = mask.copy()
    full = [printed_error(mask)]
    for _ in range(steps):
        linear.append(T @ linear[-1])
        mask = mask - gain * full[-1]
        full.append(printed_error(mask))
    return np.array(linear), np.array(full), first_mask


e0 = np.array([1.0, -1.0])
linear, full, mask0 = histories(e0, 60)
linear_small, full_small, _ = histories(0.1 * e0, 8)
size_linear = np.linalg.norm(linear, axis=1)
size_full = np.linalg.norm(full, axis=1)
assert size_linear[1] > size_linear[0] and size_full[1] > size_full[0]
assert size_linear[-1] < 1e-3 and size_full[-1] < 1e-3
gap_large = np.max(np.linalg.norm(full[:9] - linear[:9], axis=1))
gap_small = np.max(np.linalg.norm(full_small - linear_small, axis=1))
assert 50 < gap_large / gap_small < 200
settled = np.where(np.max(abs(full), axis=1) >= 0.1)[0][-1] + 1

# Cures: separate gains and the full inverse, judged with the full image.
T_separate = identity - M_numerical @ np.diag(1 / np.diag(M_numerical))
assert abs(norm2(T_separate) - u) < 1e-4
after_separate = printed_error(mask0 - full[0] / np.diag(M))
after_inverse = printed_error(mask0 - np.linalg.solve(M, full[0]))
assert np.linalg.norm(after_separate) < size_full[0]
assert np.linalg.norm(after_inverse) < 0.3 * size_full[0]

# Coherent on-axis imaging with a circular pupil, same geometry.
cutoff = NA / wavelength


def edge_kernel(x):
    return 2 * cutoff * np.sinc(2 * cutoff * x)


def point_kernel(r):
    return cutoff * j1(2 * np.pi * cutoff * r) / r if r > 1e-9 else np.pi * cutoff**2


def fragment_kernel(x):
    return 2 * quad(lambda y: point_kernel(np.hypot(x, y)), 0, L / 2)[0]


slope_c = edge_kernel(0.0) - edge_kernel(s)
M_coherent = np.array([[fragment_kernel(0.0), edge_kernel(s)],
                       [fragment_kernel(s), edge_kernel(0.0)]]) / slope_c
T_coherent = identity - gain * M_coherent
growth_coherent = np.linalg.norm(T_coherent @ e0) / np.linalg.norm(e0)
assert radius(T_coherent) < 1 < growth_coherent
log_slope_c = 2 * s * slope_c / quad(edge_kernel, 0, s)[0]


# Neighbouring fragments released: n free fragments plus the long edge.
def released_limit(n):
    y = L * (np.arange(n) - (n - 1) / 2)
    d = y[:, None] - y[None, :]
    near = ndtr((d + L / 2) / sigma) - ndtr((d - L / 2) / sigma)
    big = np.ones((n + 1, n + 1))
    big[:n, :n] = near
    big[:n, n] = u
    big[n, :n] = u * near[n // 2]
    big /= 1 - u
    return 2 / max(np.linalg.eigvals(big).real)


assert abs(released_limit(1) - gain_limit) < 1e-9
slope = (1 - u) / (np.sqrt(2 * np.pi) * sigma)
sin_resist = NA / resist_index

print(f"trench s = {s:.0f} nm, blur sigma = {sigma:.0f} nm, fragment L = {L:.0f} nm")
print(f"wavelength = {wavelength:.0f} nm, NA = {NA:.2f}, common gain g = {gain:.2f}")
print(f"u = {u:.4f}, q = {q:.4f}, threshold = {threshold:.4f} (clear field = 1)")
print(f"M11 = {M[0,0]:.4f}, M12 = {M[0,1]:.4f} (nm/nm)")
print(f"M21 = {M[1,0]:.4f}, M22 = {M[1,1]:.4f} (nm/nm)")
print(f"trace M = {trace:.4f}, det M = {det:.4f}, (M12-M21)^2 = {skew2:.4f}")
print(f"eigenvalues of M = {mu[0]:.4f}, {mu[1]:.4f}")
print(f"T11 = {T[0,0]:.4f}, T12 = {T[0,1]:.4f}")
print(f"T21 = {T[1,0]:.4f}, T22 = {T[1,1]:.4f}")
print(f"eigenvalues of T = {1-gain*mu[0]:.4f}, {1-gain*mu[1]:.4f}")
print(f"spectral radius = {rho:.4f}, largest singular value = {norm2(T):.4f}")
print(f"criterion: left = {(T[0,1]-T[1,0])**2:.4f}, "
      f"right = {np.prod(1-(1-gain*mu)**2):.4f}")
print(f"growth begins at g = {gain_growth:.4f}, stability ends at g = {gain_limit:.4f}")
print(f"spectral radius at growth onset = {radius(identity-gain_growth*M):.4f}")
print(f"bound on amplification 1/sqrt(q) = {1/np.sqrt(q):.3f}")
print(f"all-gain growth test: u(1+q) = {u*(1+q):.4f}, 2 sqrt(q) = {2*np.sqrt(q):.4f}")
print(f"same test, 4 nm fragment: {u*(1+q_short):.4f}, {2*np.sqrt(q_short):.4f}")
print(f"start mask displacements (full image) = {mask0[0]:.3f}, {mask0[1]:.3f} nm")
print("k | linear e1, e2, norm, weighted norm | full image e1, e2, norm (nm)")
for k in range(9):
    w = np.linalg.norm(weights * linear[k])
    print(f"{k} | {linear[k,0]:.3f}, {linear[k,1]:.3f}, {size_linear[k]:.3f}, {w:.3f}"
          f" | {full[k,0]:.3f}, {full[k,1]:.3f}, {size_full[k]:.3f}")
print(f"first-step norm ratio: linear {size_linear[1]/size_linear[0]:.3f}, "
      f"full image {size_full[1]/size_full[0]:.3f}")
print(f"both errors stay below 0.1 nm from step {settled} (full image)")
print(f"largest full-linear difference, steps 0-8: {gap_large:.3f} nm")
print(f"same for a start ten times smaller: {gap_small:.5f} nm")
print(f"separate gains 1/Mii: norm of T = {norm2(T_separate):.4f}, "
      f"error after one step = {np.linalg.norm(after_separate):.3f} nm")
print(f"full inverse: error after one step = {np.linalg.norm(after_inverse):.3f} nm")
print(f"coherent M11, M12 = {M_coherent[0,0]:.3f}, {M_coherent[0,1]:.3f}")
print(f"coherent M21, M22 = {M_coherent[1,0]:.3f}, {M_coherent[1,1]:.3f}")
print(f"coherent: spectral radius = {radius(T_coherent):.3f}, "
      f"first-step norm ratio = {growth_coherent:.3f}")
print(f"normalized log slope: Gaussian {s*slope/threshold:.3f}, coherent {log_slope_c:.3f}")
print(f"edge shift for 1 % dose change = {0.01*threshold/slope:.3f} nm")
print(f"mask grid {mask_grid:.2f} nm: worst rounding error at edges 1, 2 = "
      f"{mask_grid/2*M[0].sum():.3f}, {mask_grid/2*M[1].sum():.3f} nm")
print(f"far side of a {line_width:.0f} nm line: relative edge influence = "
      f"{np.exp(-line_width**2/(2*sigma**2)):.1e}")
print(f"resist index {resist_index:.1f}: two-beam TM/TE contrast at pupil rim = "
      f"{1-2*sin_resist**2:.3f}")
print(f"stable gain limit with 3, 9 free fragments = "
      f"{released_limit(3):.3f}, {released_limit(9):.3f}")
print("checks complete")
```

Running it gives:

```
trench s = 35 nm, blur sigma = 35 nm, fragment L = 16 nm
wavelength = 193 nm, NA = 1.35, common gain g = 0.60
u = 0.6065, q = 0.1808, threshold = 0.3413 (clear field = 1)
M11 = 0.4595, M12 = 1.5415 (nm/nm)
M21 = 0.2787, M22 = 2.5415 (nm/nm)
trace M = 3.0010, det M = 0.7382, (M12-M21)^2 = 1.5947
eigenvalues of M = 0.2703, 2.7307
T11 = 0.7243, T12 = -0.9249
T21 = -0.1672, T22 = -0.5249
eigenvalues of T = 0.8378, -0.6384
spectral radius = 0.8378, largest singular value = 1.2214
criterion: left = 0.5741, right = 0.1766
growth begins at g = 0.3191, stability ends at g = 0.7324
spectral radius at growth onset = 0.9137
bound on amplification 1/sqrt(q) = 2.352
all-gain growth test: u(1+q) = 0.7162, 2 sqrt(q) = 0.8504
same test, 4 nm fragment: 0.6342, 0.4269
start mask displacements (full image) = 5.353, -0.944 nm
k | linear e1, e2, norm, weighted norm | full image e1, e2, norm (nm)
0 | 1.000, -1.000, 1.414, 1.087 | 1.000, -1.000, 1.414
1 | 1.649, 0.358, 1.688, 0.787 | 1.618, 0.346, 1.654
2 | 0.864, -0.464, 0.980, 0.591 | 0.885, -0.395, 0.969
3 | 1.054, 0.099, 1.059, 0.459 | 0.999, 0.064, 1.001
4 | 0.672, -0.228, 0.710, 0.366 | 0.672, -0.182, 0.697
5 | 0.698, 0.007, 0.698, 0.297 | 0.654, -0.012, 0.654
6 | 0.499, -0.121, 0.513, 0.244 | 0.487, -0.096, 0.497
7 | 0.473, -0.020, 0.473, 0.202 | 0.441, -0.028, 0.442
8 | 0.361, -0.068, 0.367, 0.168 | 0.346, -0.056, 0.351
first-step norm ratio: linear 1.193, full image 1.170
both errors stay below 0.1 nm from step 16 (full image)
largest full-linear difference, steps 0-8: 0.071 nm
same for a start ten times smaller: 0.00077 nm
separate gains 1/Mii: norm of T = 0.6065, error after one step = 0.819 nm
full inverse: error after one step = 0.093 nm
coherent M11, M12 = 0.499, 1.855
coherent M21, M22 = 0.365, 2.855
coherent: spectral radius = 0.869, first-step norm ratio = 1.329
normalized log slope: Gaussian 0.460, coherent 0.798
edge shift for 1 % dose change = 0.761 nm
mask grid 0.25 nm: worst rounding error at edges 1, 2 = 0.250, 0.353 nm
far side of a 150 nm line: relative edge influence = 1.0e-04
resist index 1.7: two-beam TM/TE contrast at pupil rim = -0.261
stable gain limit with 3, 9 free fragments = 0.633, 0.515
checks complete
```
